\section*{Fisher-Information Bound on Edge Position from Poisson Image Counts, part 1}

(Sections cited here and not found follow in the second part.)

\section{The bound and its derivation}

\subsection{Physical situation and assumptions}

A microscope images the edge of a resist line. Across the edge the signal changes from a dim level to a bright one over a few nanometres, and a fit to this transition gives the edge position. If the same edge is imaged again at the same dose, the counts differ, because particles arrive at random, and the fitted position moves although the resist has not. The question is how small this scatter can be for any method of analysis that gives the right position on average.

Let pixel $i$, with $i=1,\dots,N$, record the count $n_i$. The edge position is $\theta$, in nm. The assumptions are as follows.
\begin{itemize}
\item The $n_i$ are independent Poisson variables with means $\mu_i(\theta)$.
\item Near the true $\theta$ all means are positive, and they are differentiable at that $\theta$.
\item The functions $\mu_i(\theta)$ are known. The signal levels, the blur and the pixel grid are therefore given, and $\theta$ is the one unknown.
\end{itemize}
The slope of pixel $i$ is the change of its mean count with edge position,
\begin{equation}
g_i=\frac{\partial\mu_i}{\partial\theta},
\end{equation}
in counts per nm. An estimator $T(n_1,\dots,n_N)$ is a rule that turns the counts into a position. It is unbiased if its mean $E_\theta[T]$ equals $\theta$ for every $\theta$ in an open interval around the true value. For every unbiased estimator of finite variance the claim is
\begin{equation}
\operatorname{Var}_\theta T\ \ge\ \frac{1}{I(\theta)},\qquad
I(\theta)=\sum_{i=1}^{N}\frac{g_i^2}{\mu_i}.
\label{eq:bound}
\end{equation}
The quantity $I$ is the Fisher information, in nm$^{-2}$.

A single pixel shows what the terms mean. Its count fluctuates by $\sqrt{\mu_i}$, and a fluctuation of that size looks like an edge displacement $\sqrt{\mu_i}/|g_i|$. The inverse square of this displacement is $g_i^2/\mu_i$. The information is thus the sum of the inverse variances that the pixels would supply one by one.

\subsection{Comparing two edge positions}

The probability of an image is
\begin{equation}
P_\theta(n)=\prod_{i=1}^{N}e^{-\mu_i}\frac{\mu_i^{n_i}}{n_i!}.
\end{equation}
Displace the edge by a small $h\neq0$, and write $\nu_i=\mu_i(\theta+h)$ for the new means. The likelihood ratio
\begin{equation}
R(n)=\frac{P_{\theta+h}(n)}{P_\theta(n)}
\end{equation}
is defined for every image, because positive means give every image a positive probability. It converts averages at $\theta$ into averages at $\theta+h$: for a function $f$ of the counts,
\begin{equation}
E_\theta[fR]=\sum_n P_\theta(n)f(n)\frac{P_{\theta+h}(n)}{P_\theta(n)}=E_{\theta+h}[f].
\label{eq:change}
\end{equation}
With $f=1$ this gives $E_\theta[R]=1$. With $f=T$ and an unbiased $T$ it gives $E_\theta[TR]=\theta+h$. The latter sum converges absolutely by the Cauchy--Schwarz inequality, since $T$ has finite variance at $\theta$ and $E_\theta[R^2]$ is finite, as the next calculation shows. Hence
\begin{align}
E_\theta[(T-\theta)(R-1)]
&=E_\theta[TR]-E_\theta[T]-\theta E_\theta[R]+\theta\nonumber\\
&=(\theta+h)-\theta-\theta+\theta=h.
\label{eq:cov}
\end{align}
An estimator that follows the edge must be correlated with the likelihood ratio, and the displacement fixes the size of this correlation.

\subsection{Second moment of the likelihood ratio}

Since the pixels are independent, $E_\theta[R^2]$ is a product of one factor per pixel. The factor of a pixel with means $\mu$ and $\nu$ is
\begin{align}
\sum_{n=0}^{\infty}\frac{\left(e^{-\nu}\nu^n/n!\right)^2}{e^{-\mu}\mu^n/n!}
&=e^{\mu-2\nu}\sum_{n=0}^{\infty}\frac{1}{n!}\left(\frac{\nu^2}{\mu}\right)^{n}\nonumber\\
&=\exp\left(\mu-2\nu+\frac{\nu^2}{\mu}\right)
=\exp\frac{(\nu-\mu)^2}{\mu}.
\end{align}
The second line uses the exponential series, and then $\mu-2\nu+\nu^2/\mu=(\mu^2-2\mu\nu+\nu^2)/\mu$. The product over pixels is
\begin{equation}
E_\theta[R^2]=e^{Q(h)},\qquad
Q(h)=\sum_i\frac{[\mu_i(\theta+h)-\mu_i(\theta)]^2}{\mu_i(\theta)}.
\label{eq:Q}
\end{equation}
For two pixels whose means move from 3 and 5 to 3.6 and 4.2, $Q=0.6^2/3+0.8^2/5=0.12+0.128=0.248$, and $e^{0.248}=1.28146$. A direct sum over the joint count probabilities gives the same value.

Because $E_\theta[R]=1$, the variance of $R$ is
\begin{equation}
E_\theta[(R-1)^2]=E_\theta[R^2]-2E_\theta[R]+1=e^{Q(h)}-1.
\end{equation}

\subsection{The inequality and its limit}

The Cauchy--Schwarz inequality states that $(E[AB])^2\le E[A^2]\,E[B^2]$. Put $A=T-\theta$ and $B=R-1$. By Eq.~(\ref{eq:cov}) the left side is $h^2$, and therefore
\begin{equation}
h^2\le \operatorname{Var}_\theta T\,\left(e^{Q(h)}-1\right).
\label{eq:finite}
\end{equation}
This holds for every displacement $h$ at which $T$ is unbiased and the means are positive. Now divide by $h^2$ and let $h\to0$. Differentiability gives $[\mu_i(\theta+h)-\mu_i(\theta)]/h\to g_i$, so that
\begin{equation}
\frac{Q(h)}{h^2}\to\sum_i\frac{g_i^2}{\mu_i}=I,\qquad Q(h)\to0.
\end{equation}
Moreover $(e^{Q}-1)/Q\to1$ as $Q\to0$, so $(e^{Q}-1)/h^2\to I$. What remains is
\begin{equation}
1\le I(\theta)\operatorname{Var}_\theta T,
\end{equation}
which is Eq.~(\ref{eq:bound}) when $I>0$. No derivative has been taken inside the infinite sum over images, so no further regularity condition is needed. If $I=0$, the inequality reads $1\le0$, and no unbiased estimator of finite variance exists. This is the case when the window contains flat signal alone.

\subsection{Bias, dose and signal units}

Unbiasedness is essential. Suppose the estimator has the mean $m(\theta)=\theta+b(\theta)$ with a differentiable bias $b$. With $T-m(\theta)$ in place of $T-\theta$, the correlation in Eq.~(\ref{eq:cov}) becomes $m(\theta+h)-m(\theta)$, and the same limit gives
\begin{equation}
\operatorname{Var}_\theta T\ge\frac{[1+b'(\theta)]^2}{I(\theta)}.
\label{eq:bias}
\end{equation}
A rule that returns the design position whatever the counts has $m'=0$, hence $b'=-1$. The right side is then zero, as it must be for a rule without scatter. A low scatter is therefore no sign of a good measurement unless the response to a real displacement is also known.

If the dose is multiplied by $D$, all $\mu_i$ and $g_i$ are multiplied by $D$. The information grows by $D^2/D=D$, and the bound on the standard deviation falls as $D^{-1/2}$.

The formula needs counts, not grey values. For a grey value $Gn_i$ with a fixed gain $G$, inserting grey-value slopes and means would give $\sum(Gg_i)^2/(G\mu_i)=GI$, which is wrong by the factor $G$. An average of $K$ frames is the case $G=1/K$ applied to the summed counts. The average must be multiplied by $K$ before the formula is used.

\subsection{The score and the sharpness of the bound}

The logarithm of the image probability is $\sum_i(n_i\ln\mu_i-\mu_i-\ln n_i!)$. Its derivative with respect to $\theta$ is called the score,
\begin{equation}
S_\theta=\sum_i\left(\frac{n_i}{\mu_i}-1\right)g_i=\sum_i\frac{g_i}{\mu_i}(n_i-\mu_i).
\label{eq:score}
\end{equation}
Its mean is zero. Since $\operatorname{Var}n_i=\mu_i$ and the pixels are independent, its variance is
\begin{equation}
\operatorname{Var}_\theta S_\theta=\sum_i\frac{g_i^2}{\mu_i^2}\,\mu_i=I(\theta).
\end{equation}
Choose a fixed reference position $\theta_0$ with $I(\theta_0)>0$ and define
\begin{equation}
T_{\rm loc}=\theta_0+\frac{S_{\theta_0}}{I(\theta_0)}.
\label{eq:local}
\end{equation}
If the edge is at $\theta_0$, the mean of $T_{\rm loc}$ is $\theta_0$ and its variance is $I/I^2=1/I$. If the edge is at a nearby $\theta$, the mean becomes
\begin{equation}
E_\theta[T_{\rm loc}]=\theta_0+\frac{1}{I(\theta_0)}\sum_i\frac{g_i(\theta_0)}{\mu_i(\theta_0)}\,[\mu_i(\theta)-\mu_i(\theta_0)].
\end{equation}
The derivative of this expression at $\theta=\theta_0$ is $I/I=1$. The estimator thus has $b=0$ and $b'=0$ at $\theta_0$; it is locally unbiased. Equation~(\ref{eq:bias}) gives the bound $1/I$ for all such estimators, and $T_{\rm loc}$ reaches it. No larger bound can hold for this class. The construction does not show that an estimator unbiased over a whole interval reaches $1/I$, and it needs a reference close to the true edge.

\subsection{When the profile is not fully known}

Suppose the means also depend on $K$ further parameters $\eta=(\eta_1,\dots,\eta_K)$, such as the signal levels and the blur, and are jointly differentiable. Let $a_{ik}=\partial\mu_i/\partial\eta_k$. The estimator must now have the mean $\theta$ whatever the value of $\eta$.

Repeat the comparison with the displaced parameters $(\theta+h,\ \eta+hv)$, where $v$ is any fixed vector. The mean of $T$ still changes by $h$, so Eqs.~(\ref{eq:cov}) to (\ref{eq:finite}) hold with the new means. Along this path the derivative of $\mu_i$ is $g_i+\sum_k a_{ik}v_k$, and the limit gives
\begin{equation}
\operatorname{Var}T\ge\frac{1}{J(v)},\qquad
J(v)=\sum_i\frac{\left(g_i+\sum_k a_{ik}v_k\right)^2}{\mu_i}.
\label{eq:J}
\end{equation}
The strongest of these bounds belongs to the smallest $J$. Define
\begin{equation}
c_k=\sum_i\frac{g_ia_{ik}}{\mu_i},\qquad B_{kl}=\sum_i\frac{a_{ik}a_{il}}{\mu_i},
\end{equation}
and let $B$ be invertible. Expanding the square and completing it in $v$ gives
\begin{align}
J(v)&=I+2c^{\mathsf T}v+v^{\mathsf T}Bv\nonumber\\
&=I-c^{\mathsf T}B^{-1}c+(v+B^{-1}c)^{\mathsf T}B\,(v+B^{-1}c).
\end{align}
The last term is never negative and vanishes at $v=-B^{-1}c$. Hence
\begin{equation}
J_{\min}=I-c^{\mathsf T}B^{-1}c\ \le\ I.
\label{eq:Jmin}
\end{equation}
The lost information belongs to the part of the edge signal that a change of the other parameters can imitate. Nothing is lost when $c=0$.

The same number follows from the full Fisher matrix
\begin{equation}
F=\begin{pmatrix}I&c^{\mathsf T}\\ c&B\end{pmatrix}.
\end{equation}
Let $(p,q)$ be the first column of $F^{-1}$, so that $Ip+c^{\mathsf T}q=1$ and $cp+Bq=0$. The second equation gives $q=-B^{-1}c\,p$, and the first then gives $p\,(I-c^{\mathsf T}B^{-1}c)=1$. The edge entry of $F^{-1}$ is therefore $1/J_{\min}$. The reciprocal of the edge entry of $F$ itself is $1/I$, which presumes a known profile.

\section{Blurred edges, pixels and fits}

\subsection{Symbols and results carried over}

Pixel $i$ has a Poisson count $n_i$ with mean $\mu_i(\theta)$ and slope $g_i=\partial\mu_i/\partial\theta$, where $\theta$ is the edge position. For a known profile, the variance of an unbiased estimator is at least $1/I$ with $I=\sum_ig_i^2/\mu_i$. If other parameters are unknown, $I$ is replaced by $J_{\min}$, the minimum over $v$ of $J(v)=\sum_i(g_i+\sum_ka_{ik}v_k)^2/\mu_i$, where $a_{ik}$ is the derivative of $\mu_i$ with respect to parameter $k$. The estimator $T_{\rm loc}$, linear in the counts and built at a reference position, reaches $1/I$ there.

\subsection{Slopes of a translated profile}

Let $\lambda(u)$ be the expected count per nm and per image row at the distance $u=x-\theta$ from the edge. The edge is straight and parallel to the pixel columns, and $M$ independent rows are summed. A sum of independent Poisson counts is again a Poisson count, so with pixel borders $x_i$ and $x_{i+1}$
\begin{equation}
\mu_i=M\int_{x_i}^{x_{i+1}}\lambda(x-\theta)\,dx
=M\int_{x_i-\theta}^{x_{i+1}-\theta}\lambda(u)\,du.
\end{equation}
In the last form $\theta$ stands in the limits alone. Each limit has the derivative $-1$, and for continuous $\lambda$
\begin{equation}
g_i=M\left[\lambda(x_i-\theta)-\lambda(x_{i+1}-\theta)\right].
\label{eq:slope}
\end{equation}
For a signal that rises with $x$ the slopes are negative: moving the edge to the right puts more of the dim region into the pixel. The sign drops out of $I$. Equation~(\ref{eq:slope}) needs the intensity at the pixel borders. The difference $\mu_{i+1}-\mu_i$ between neighbouring pixels of width $a$ is a different quantity, in counts. For fine pixels it is about $Ma^2\lambda'$, whereas $g_i\simeq-Ma\lambda'$, so it must be divided by $-a$ to approximate the slope.

\subsection{Information lost in a pixel}

Let $\lambda$ be positive and have a continuous derivative $\lambda'$. Then $g_i=-M\int\lambda'\,dx$ over the pixel. Write $\lambda'=(\lambda'/\sqrt\lambda)\sqrt\lambda$ and apply the Cauchy--Schwarz inequality:
\begin{equation}
\frac{g_i^2}{\mu_i}
=\frac{M\left(\int\lambda'\,dx\right)^2}{\int\lambda\,dx}
\le M\int_{x_i}^{x_{i+1}}\frac{\lambda'^2}{\lambda}\,dx.
\end{equation}
Summed over the window, this is
\begin{equation}
I\le I_{\rm c}=M\int\frac{\lambda'^2}{\lambda}\,dx.
\label{eq:cont}
\end{equation}
A pixel does not record where inside it a particle arrived, and this costs information wherever $\lambda'/\lambda$ varies within the pixel. As the pixels shrink, each term tends to $M\lambda'^2/\lambda$ times the pixel width, and the sum tends to $I_{\rm c}$. The comparison holds at a fixed dose per unit length and without readout noise.

The lower bound on the scatter of an unbiased edge position is now established for known and for partly unknown profiles, and finite pixels have been shown to keep at most the continuum information $I_{\rm c}$. It remains to evaluate the bound for a Gaussian-blurred step, to compare it with the scatter of actual fits, and to find what unknown signal levels and blur cost in a worked example.
